# Piezoresistance of n-Type Silicon from Valley Repopulation: test program

```python
"""Piezoresistance of n-type silicon from valley repopulation.

Result under test (stress X positive in tension, fixed electron density):
  pi11 = -(2/3) Xi_u (S11-S12)/(kT) (L-1)/(2L+1)
  pi12 = -pi11/2,   pi44 = 0
Xi_u: uniaxial deformation potential; S11, S12: elastic compliances;
L = mu_t/mu_l = m_l/m_t: ratio of transverse to longitudinal mobility.
Also tested: the factor for degenerate electrons, and the enhancement
by intervalley scattering whose rate depends on the valley splitting.
The independent side is Boltzmann transport integrated numerically.
"""
import itertools
import numpy as np
from scipy.constants import e, hbar, k as k_B, m_e
from scipy.integrate import quad
from scipy.optimize import brentq

# Rounded input parameters for silicon
xi_u = 9.0 * e
xi_d = 1.0 * e            # arbitrary: must drop out of the coefficients
m_l, m_t = 0.92 * m_e, 0.19 * m_e
c11, c12, c44 = 166e9, 64e9, 80e9
T0 = 300.0
n_light, n_heavy = 1e22, 1e26
reference_pi11 = -102e-11  # value named in the question
unit = 1e-11               # coefficients are printed in 1e-11 per Pa

# ---------- derived formulas ----------
stiffness = np.diag([c11 - c12] * 3 + [c44] * 3)
stiffness[:3, :3] += c12
compliance = np.linalg.inv(stiffness)
S11, S12 = compliance[0, 0], compliance[0, 1]
L = m_l / m_t
anisotropy = (L - 1) / (2 * L + 1)


def pi11_formula(T):
    return -2 / 3 * xi_u * (S11 - S12) / (k_B * T) * anisotropy


# ---------- symmetry of a valley on the z axis ----------
rng = np.random.default_rng(1)
strain_test = rng.normal(size=(3, 3))
strain_test = strain_test + strain_test.T
k_test = rng.normal(size=3)
mean_strain, mean_mass_term, count = np.zeros((3, 3)), 0.0, 0
for swap, sx, sy in itertools.product((False, True), (1, -1), (1, -1)):
    R = np.diag([sx, sy, 1.0])
    if swap:
        R = R[:, [1, 0, 2]]
    rotated, k_rot = R @ strain_test @ R.T, R @ k_test
    mean_strain += rotated
    mean_mass_term += rotated[0, 1] * k_rot[0] * k_rot[1]
    count += 1
mean_strain /= count
mean_mass_term /= count
in_plane = (strain_test[0, 0] + strain_test[1, 1]) / 2
assert np.allclose(mean_strain,
                   np.diag([in_plane, in_plane, strain_test[2, 2]]))
assert np.isclose(mean_mass_term,
                  strain_test[0, 1] * k_test[0] * k_test[1])

# ---------- Boltzmann transport on a three-dimensional k grid ----------
points, q_max = 40, 6.0
step = 2 * q_max / points
line = -q_max + step * (np.arange(points) + 0.5)
q = np.array(np.meshgrid(line, line, line, indexing="ij")).reshape(3, -1)
q_squared = np.sum(q**2, axis=0)   # kinetic energy / kT
masses = np.array([m_t, m_t, m_l])


def strain_from_stress(stress):
    s = np.array([stress[0, 0], stress[1, 1], stress[2, 2],
                  stress[1, 2], stress[0, 2], stress[0, 1]])
    v = compliance @ s
    return np.array([[v[0], v[5] / 2, v[4] / 2],
                     [v[5] / 2, v[1], v[3] / 2],
                     [v[4] / 2, v[3] / 2, v[2]]])


def valley_frame(axis):
    """Orthonormal columns; the last one is the valley axis."""
    a = np.array(axis, float)
    a /= np.linalg.norm(a)
    helper = np.eye(3)[np.argmin(np.abs(a))]
    b = np.cross(a, helper)
    b /= np.linalg.norm(b)
    return np.column_stack([b, np.cross(a, b), a])


def resistivity(stress, axes, T, density):
    kT = k_B * T
    strain = strain_from_stress(stress)
    frames = [valley_frame(a) for a in axes]
    shifts = [(xi_d * np.trace(strain)
               + xi_u * F[:, 2] @ strain @ F[:, 2]) / kT for F in frames]
    k_cell = np.prod(np.sqrt(2 * masses * kT) / hbar) * step**3
    states = 2 * 2 * k_cell / (2 * np.pi)**3   # spin, two valleys per axis

    def log_density(eta):
        total = sum(np.sum(1 / (1 + np.exp(q_squared + d - eta)))
                    for d in shifts)
        return np.log(states * total / density)

    eta = brentq(log_density, -20, 10, xtol=1e-12, rtol=1e-13)
    tau = 1e-13 / np.sqrt(q_squared)
    sigma = np.zeros((3, 3))
    for F, d in zip(frames, shifts):
        f = 1 / (1 + np.exp(q_squared + d - eta))
        weight = tau * f * (1 - f) / kT
        velocity_scale = np.sqrt(2 * kT / masses)
        qq = (q * weight) @ q.T
        local = velocity_scale[:, None] * qq * velocity_scale[None, :]
        sigma += e**2 * states * F @ local @ F.T
    return np.linalg.inv(sigma)


def coefficients(axes, T, density):
    X = 1e6
    tension, shear = np.zeros((3, 3)), np.zeros((3, 3))
    tension[0, 0] = X
    shear[0, 1] = shear[1, 0] = X
    rho0 = resistivity(np.zeros((3, 3)), axes, T, density)[0, 0]
    slope = [(resistivity(s, axes, T, density)
              - resistivity(-s, axes, T, density)) / (2 * X * rho0)
             for s in (tension, shear)]
    return slope[0][0, 0], slope[0][1, 1], slope[1][0, 1]


axes_100 = [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
axes_111 = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
pi11 = pi11_formula(T0)
num11, num12, num44 = coefficients(axes_100, T0, n_light)
assert abs(num11 / pi11 - 1) < 1e-3
assert abs(num12 / (-pi11 / 2) - 1) < 1e-3
assert abs(num44) < 1e-5 * abs(pi11)

numeric_T = {T: coefficients(axes_100, T, n_light)[0]
             for T in (200.0, 400.0)}
for T, value in numeric_T.items():
    # the lightly doped gas is slightly degenerate at the lower temperature
    assert abs(value * T / (pi11 * T0) - 1) < 2e-3

# Control: valleys on the cube diagonals give the opposite pattern
ctl11, ctl12, ctl44 = coefficients(axes_111, T0, n_light)
ctl44_formula = -xi_u / (3 * c44 * k_B * T0) * anisotropy
assert max(abs(ctl11), abs(ctl12)) < 1e-4 * abs(ctl44)
assert abs(ctl44 / ctl44_formula - 1) < 1e-3

# ---------- degenerate electrons ----------
m_dos = (m_l * m_t**2)**(1 / 3)
N_c = 12 * (m_dos * k_B * T0 / (2 * np.pi * hbar**2))**1.5


def density_from_eta(eta):
    integral = quad(lambda y: 2 * y**2 / (1 + np.exp(y**2 - eta)), 0, 8)[0]
    return N_c * 2 / np.sqrt(np.pi) * integral


eta_heavy = brentq(lambda x: density_from_eta(x) / n_heavy - 1, -10, 10)
P_heavy = 1 / (1 + np.exp(-eta_heavy)) / np.log1p(np.exp(eta_heavy))
heavy11 = coefficients(axes_100, T0, n_heavy)[0]
assert abs(heavy11 / (pi11 * P_heavy) - 1) < 2e-3

# ---------- intervalley scattering that follows the splitting ----------
phonon = 0.050                      # eV
nodes, weights = np.polynomial.legendre.leggauss(400)
theta, theta_weight = (nodes + 1) * np.pi / 4, weights * np.pi / 4


def integrate(function, breaks):
    """Substitution removes square-root singularities at the breaks."""
    total = 0.0
    for a, b in zip(breaks[:-1], breaks[1:]):
        if b > a:
            w = a + (b - a) * np.sin(theta)**2
            jac = (b - a) * np.sin(2 * theta)
            total += np.sum(theta_weight * jac * function(w))
    return total


def final_states(u, T):
    N = 1 / np.expm1(phonon * e / (k_B * T))
    return (N * np.sqrt(np.maximum(u + phonon, 0))
            + (N + 1) * np.sqrt(np.maximum(u - phonon, 0)))


def final_states_slope(u, T):
    N = 1 / np.expm1(phonon * e / (k_B * T))
    above = u > phonon
    emission = np.where(above, 0.5 / np.sqrt(np.where(above, u - phonon, 1)),
                        0)
    return N * 0.5 / np.sqrt(u + phonon) + (N + 1) * emission


def pi11_intervalley_numeric(r, T):
    """Finite stress, rates rebuilt from the shifted valley energies."""
    kT = k_B * T / e

    def sigma_xx(X):
        strain = strain_from_stress(np.diag([X, 0.0, 0.0]))
        edge = xi_u / e * np.diag(strain)
        boltzmann = np.exp(-edge / kT)
        share = boltzmann / boltzmann.sum()
        total = 0.0
        for i in range(3):
            others = [j for j in range(3) if j != i]

            def integrand(w):
                rate = T / T0 * np.sqrt(w)
                for j in others:
                    rate = rate + r * final_states(w + edge[i] - edge[j], T)
                return w**1.5 * np.exp(-w / kT) / rate

            cuts = sorted(phonon - edge[i] + edge[j] for j in others)
            tau_i = integrate(integrand, [0.0] + cuts + [40 * kT])
            total += share[i] * tau_i / (m_l if i == 0 else m_t)
        return total

    X = 1e4
    return (1 / sigma_xx(X) - 1 / sigma_xx(-X)) * sigma_xx(0.0) / (2 * X)


def enhancement_formula(r, T):
    kT = k_B * T / e

    def tau(w):
        return 1 / (T / T0 * np.sqrt(w) + 2 * r * final_states(w, T))

    def thermal(w):
        return w**1.5 * np.exp(-w / kT)

    breaks = [0.0, phonon, 40 * kT]
    top = integrate(lambda w: thermal(w) * tau(w)**2
                    * final_states_slope(w, T), breaks)
    bottom = integrate(lambda w: thermal(w) * tau(w), breaks)
    return 1 + kT * 3 * r * top / bottom


strengths = (0.25, 0.5, 1.0)
enhanced = {}
for r, T in [(r, T0) for r in strengths] + [(0.5, 200.0), (0.5, 400.0)]:
    enhanced[r, T] = pi11_formula(T) * enhancement_formula(r, T)
    direct = pi11_intervalley_numeric(r, T)
    # threshold of phonon emission leaves a small non-analytic remainder
    assert abs(direct / enhanced[r, T] - 1) < 2e-3
    assert abs(direct) > abs(pi11_formula(T))

# ---------- worked example: 100 MPa tension along x ----------
X_ex = 1e8
strain_ex = strain_from_stress(np.diag([X_ex, 0.0, 0.0]))
split = xi_u * (strain_ex[0, 0] - strain_ex[1, 1])
ratio = split / (k_B * T0)
share_x = np.exp(-ratio) / (np.exp(-ratio) + 2)
share_x_linear = (1 - 2 / 3 * ratio) / 3
sigma_ratio = (share_x / m_l + (1 - share_x) / m_t) / ((1/m_l + 2/m_t) / 3)
rho_change = 1 / sigma_ratio - 1
bound = -xi_u * (S11 - S12) / (3 * k_B * T0)
needed = anisotropy * reference_pi11 / pi11
L_needed = (1 + needed) / (1 - 2 * needed)
xi_needed = xi_u * reference_pi11 / pi11

print(f"Xi_u = {xi_u/e:.1f} eV")
print(f"m_l, m_t = {m_l/m_e:.2f}, {m_t/m_e:.2f} electron masses")
print(f"c11, c12, c44 = {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"T = {T0:.0f} K, kT = {k_B*T0/e*1e3:.3f} meV")
print(f"S11 = {S11*1e12:.3f}, S12 = {S12*1e12:.3f} (1e-12 per Pa)")
print(f"S11-S12 = {(S11-S12)*1e12:.3f} (1e-12 per Pa)")
print(f"L = {L:.3f}, (L-1)/(2L+1) = {anisotropy:.4f}")
print(f"Xi_u/kT = {xi_u/(k_B*T0):.1f}")
print("Piezoresistance coefficients below in 1e-11 per Pa")
print(f"formula pi11 = {pi11/unit:.2f}, pi12 = {-pi11/2/unit:.2f}")
print(f"k-space pi11 = {num11/unit:.2f}, pi12 = {num12/unit:.2f}")
print(f"k-space |pi44/pi11| below 1e-5: {abs(num44/num11) < 1e-5}")
print(f"reference pi11 = {reference_pi11/unit:.0f}")
print(f"formula/reference = {pi11/reference_pi11:.3f}")
print(f"bound for L to infinity: pi11 = {bound/unit:.1f}")
print(f"L needed for reference = {L_needed:.1f}")
print(f"Xi_u needed for reference = {xi_needed/e:.1f} eV")
for T in (200.0, 400.0):
    print(f"{T:.0f} K: formula pi11 = {pi11_formula(T)/unit:.2f}, "
          f"k-space {numeric_T[T]/unit:.2f}")
print(f"<111> control: formula pi44 = {ctl44_formula/unit:.2f}, "
      f"k-space {ctl44/unit:.2f}")
print(f"light density = {n_light:.0e} per m^3")
print(f"heavy density = {n_heavy:.0e} per m^3, N_c = {N_c:.3e} per m^3")
print(f"heavy: eta = {eta_heavy:.3f}, P = {P_heavy:.3f}")
print(f"heavy: formula pi11 = {pi11*P_heavy/unit:.2f}, "
      f"k-space {heavy11/unit:.2f}")
print(f"intervalley phonon energy = {phonon*1e3:.0f} meV")
for r in strengths:
    print(f"r = {r:.2f}, 300 K: factor {enhancement_formula(r, T0):.3f}, "
          f"pi11 = {enhanced[r, T0]/unit:.1f}")
for T in (200.0, 400.0):
    print(f"r = 0.50, {T:.0f} K: factor {enhancement_formula(0.5, T):.3f}, "
          f"pi11 = {enhanced[0.5, T]/unit:.1f}")
exponent = np.log(enhanced[0.5, 200.0] / enhanced[0.5, 400.0]) / np.log(2)
print(f"r = 0.50: mean power p in T^-p, 200-400 K = {exponent:.3f}")
print(f"example tension = {X_ex/1e6:.0f} MPa")
print(f"strain xx = {strain_ex[0,0]*1e4:.3f}, "
      f"yy = {strain_ex[1,1]*1e4:.3f} (1e-4)")
print(f"valley splitting = {split/e*1e3:.3f} meV = {ratio:.4f} kT")
print(f"x-valley share: linear {share_x_linear:.4f}, full {share_x:.4f}")
print(f"resistivity change: linear {pi11*X_ex*100:.2f} %, "
      f"full {rho_change*100:.2f} %")
print("all good")
```

Output:

```
Xi_u = 9.0 eV
m_l, m_t = 0.92, 0.19 electron masses
c11, c12, c44 = 166, 64, 80 GPa
T = 300 K, kT = 25.852 meV
S11 = 7.670, S12 = -2.134 (1e-12 per Pa)
S11-S12 = 9.804 (1e-12 per Pa)
L = 4.842, (L-1)/(2L+1) = 0.3596
Xi_u/kT = 348.1
Piezoresistance coefficients below in 1e-11 per Pa
formula pi11 = -81.82, pi12 = 40.91
k-space pi11 = -81.81, pi12 = 40.90
k-space |pi44/pi11| below 1e-5: True
reference pi11 = -102
formula/reference = 0.802
bound for L to infinity: pi11 = -113.8
L needed for reference = 14.0
Xi_u needed for reference = 11.2 eV
200 K: formula pi11 = -122.74, k-space -122.70
400 K: formula pi11 = -61.37, k-space -61.36
<111> control: formula pi44 = -52.16, k-space -52.16
light density = 1e+22 per m^3
heavy density = 1e+26 per m^3, N_c = 2.744e+25 per m^3
heavy: eta = 2.522, P = 0.356
heavy: formula pi11 = -29.14, k-space -29.14
intervalley phonon energy = 50 meV
r = 0.25, 300 K: factor 1.154, pi11 = -94.4
r = 0.50, 300 K: factor 1.249, pi11 = -102.2
r = 1.00, 300 K: factor 1.367, pi11 = -111.8
r = 0.50, 200 K: factor 1.140, pi11 = -139.9
r = 0.50, 400 K: factor 1.313, pi11 = -80.6
r = 0.50: mean power p in T^-p, 200-400 K = 0.796
example tension = 100 MPa
strain xx = 7.670, yy = -2.134 (1e-4)
valley splitting = 8.824 meV = 0.3413 kT
x-valley share: linear 0.2575, full 0.2622
resistivity change: linear -8.18 %, full -7.13 %
all good
```
